# Direction-dependent dynamical matrix at the zone centre of a polar insulator

## 1. The physical question

An electric field across an interlayer dielectric displaces electrons and ions. The electrons alone give the permittivity $\varepsilon_\infty$. The ions add a part that is large when they carry large effective charges and are held by soft springs. To calculate this part from first principles one needs the lattice vibrations at long wavelength, and here a difficulty appears. In a polar crystal the restoring force on a given pattern of displacements can depend on the direction from which the wave vector $\mathbf q$ approaches zero. The matrix "at $\mathbf q=0$" is therefore not a single matrix.

The cause is electrostatic. A polarization wave $\mathbf P e^{i\mathbf q\cdot\mathbf r}$ carries the charge density $-i\mathbf q\cdot\mathbf P$. The Coulomb potential of a charge wave contains $1/(\varepsilon_0q^2)$, and its field contains another factor $\mathbf q$. In vacuum the field is thus

$$\mathbf E=-\frac{\mathbf q\,(\mathbf q\cdot\mathbf P)}{\varepsilon_0q^2}.$$

The length of $\mathbf q$ cancels and its direction remains. We need the corresponding force on the ions when the electrons respond too.

## 2. Setting and conventions

The crystal is a bulk insulator with cell volume $\Omega$. Ion $\kappa$ has mass $M_\kappa$ and displacement $\mathbf u_\kappa$, the amplitude of a wave $e^{i\mathbf q\cdot\mathbf r}$ evaluated at the ion's own site. The displacements are harmonic and the electrons follow them adiabatically. We write $\mathbf q=q\mathbf n$ with $|\mathbf n|=1$, and $e>0$. The wave vector lies in the window

$$\frac{\omega\sqrt{\varepsilon_\infty}}{c}\ll q\ll\frac1a ,$$

where $a$ is a lattice constant. The upper limit makes the wave long on the atomic scale. The lower limit removes retardation, as section 4 shows, provided $\omega$ is taken as the highest longitudinal frequency. For a soft transverse mode its own frequency is not enough. In a cubic two-ion crystal the relative shift of $\omega_{TO}^2$ is about $[\varepsilon(0)-\varepsilon_\infty]\,\omega_{TO}^2/(cq)^2$, and with $\varepsilon_\infty=5$, $\varepsilon(0)=300$ and $q=10\,\omega_{TO}\sqrt{\varepsilon_\infty}/c$ the transverse mode still lies at $0.79\,\omega_{TO}$.

Two response quantities are defined with the macroscopic field $\mathbf E$ as an independent variable. The Born charge is

$$Z_{\kappa,\alpha\beta}=\frac{\Omega}{e}\left.\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\right|_{\mathbf E=0},$$

with the field index first. The tensor $\varepsilon_\infty$ is the relative permittivity with clamped ions. Since $Z_\kappa$ includes the electronic charge that flows when the ion moves, it need not equal the nominal ionic charge.

## 3. Energy at fixed macroscopic field

In a periodic Coulomb sum the reciprocal vector $\mathbf G$ contributes a term proportional to $(\mathbf q+\mathbf G)_\alpha(\mathbf q+\mathbf G)_\beta/|\mathbf q+\mathbf G|^2$. For $\mathbf G\neq0$ it is smooth at $\mathbf q=0$. The term $\mathbf G=0$ is $q_\alpha q_\beta/q^2$, which is not. This term is the macroscopic field. If $\mathbf E$ is held as a separate variable, the remaining response of an insulator is smooth, and its coefficients may be taken at $\mathbf q=0$.

To second order, the energy per cell at fixed $\mathbf E$ is

$$F=\tfrac12\,u\cdot C\cdot u-e\sum_\kappa\mathbf E\cdot Z_\kappa\cdot\mathbf u_\kappa-\tfrac12\varepsilon_0\Omega\,\mathbf E\cdot\varepsilon_\infty\cdot\mathbf E .$$

Here $u$ collects all displacements, and $C$ is the force-constant matrix at zero macroscopic field. The function is the internal energy, vacuum field energy included, minus $\Omega\,\mathbf E\cdot\mathbf D$. Hence $\Omega\mathbf D=-\partial F/\partial\mathbf E$:

$$\mathbf D=\varepsilon_0\varepsilon_\infty\mathbf E+\frac e\Omega\sum_\kappa Z_\kappa\mathbf u_\kappa .\tag{1}$$

At $\mathbf E=0$ we have $\mathbf D=\mathbf P$, so this agrees with the definition of $Z_\kappa$. The force follows from the same function, $\mathbf f_\kappa=-\partial F/\partial\mathbf u_\kappa$:

$$\mathbf f_\kappa=-(Cu)_\kappa+e\,Z_\kappa^{T}\mathbf E .\tag{2}$$

The tensor that gives polarization per displacement also gives force per field, because both are the same mixed second derivative of $F$. Equations (1) and (2) are linear, so they hold for the wave amplitudes.

## 4. The field produced by the vibration

Maxwell's equations without free current give $-\mathbf q\times(\mathbf q\times\mathbf E)=\mu_0\omega^2\mathbf D$. The left side is $q^2\mathbf E_T$, where $T$ marks the part perpendicular to $\mathbf q$. Therefore

$$\mathbf E_T=\left(\frac{\omega}{cq}\right)^2\frac{\mathbf D_T}{\varepsilon_0},$$

which is negligible in our window. What remains is longitudinal, $\mathbf E=\mathbf nE$. Without free charge, $\mathbf q\cdot\mathbf D=0$. Projecting (1) on $\mathbf n$ gives

$$0=\varepsilon_0\,g\,E+\frac e\Omega\sum_\kappa\mathbf n\cdot Z_\kappa\cdot\mathbf u_\kappa,\qquad g\equiv\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n,$$

and hence

$$\mathbf E=-\mathbf n\,\frac{e}{\varepsilon_0\Omega\,g}\sum_{\kappa}\mathbf n\cdot Z_{\kappa}\cdot\mathbf u_{\kappa}.\tag{3}$$

The minus sign means that the field opposes the ionic polarization along $\mathbf n$. The screening factor is electronic: the ionic response is already present through the coordinates $\mathbf u_\kappa$, and the static permittivity would count it twice.

## 5. The rank-one term

Insert (3) in (2). Component $\alpha$ of $Z_\kappa^T\mathbf n$ is $\sum_\gamma n_\gamma Z_{\kappa,\gamma\alpha}=(\mathbf n\cdot Z_\kappa)_\alpha$, so

$$f_{\kappa\alpha}=-(Cu)_{\kappa\alpha}-\frac{e^2}{\varepsilon_0\Omega g}(\mathbf n\cdot Z_\kappa)_\alpha\sum_{\kappa'\beta}(\mathbf n\cdot Z_{\kappa'})_\beta u_{\kappa'\beta}.$$

Newton's law is $-\omega^2M_\kappa u_{\kappa\alpha}=f_{\kappa\alpha}$. Put $x_{\kappa\alpha}=\sqrt{M_\kappa}\,u_{\kappa\alpha}$ and divide by $-\sqrt{M_\kappa}$. This yields $\omega^2x=D(\mathbf n)x$ with

$$D_{\kappa\alpha,\kappa'\beta}(\mathbf n)=D^0_{\kappa\alpha,\kappa'\beta}+\frac{e^2}{\varepsilon_0\Omega}\,\frac{(\mathbf n\cdot Z_\kappa)_\alpha(\mathbf n\cdot Z_{\kappa'})_\beta}{\sqrt{M_\kappa M_{\kappa'}}\;\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n}\tag{4}$$

and $D^0_{\kappa\alpha,\kappa'\beta}=C_{\kappa\alpha,\kappa'\beta}/\sqrt{M_\kappa M_{\kappa'}}$. In terms of one vector,

$$D(\mathbf n)=D^0+\frac{vv^T}{g},\qquad v_{\kappa\alpha}=\frac{e(\mathbf n\cdot Z_\kappa)_\alpha}{\sqrt{\varepsilon_0\Omega M_\kappa}} .$$

The added matrix is the product of a column and a row. It has rank one, or vanishes if every $\mathbf n\cdot Z_\kappa$ vanishes. A displacement pattern with $v^Tx=0$ makes no longitudinal polarization and feels no extra force.

**Corrections at finite $q$.** Beyond the limit, $D(\mathbf q)$ is a smooth part plus a ratio of smooth functions. Its term of order $q^m$ is therefore built from ratios of polynomials and has parity $(-1)^m$ under $\mathbf q\to-\mathbf q$. If every ion sits at an inversion centre and the cell is primitive, inversion returns each ion to its own sublattice and requires $D(\mathbf q)=D(-\mathbf q)$. The term with $m=1$ then vanishes and the correction starts at $q^2$. In other crystals a correction linear in $q$ is allowed. It can also appear in the matrix of a larger cell, such as a tripled one, in which inversion exchanges sublattices.

**Translations.** Moving a neutral crystal rigidly at zero field leaves its polarization unchanged, so $\sum_\kappa Z_\kappa=0$. A translation by $\mathbf b$ has $x_{\kappa\alpha}=\sqrt{M_\kappa}\,b_\alpha$, and

$$v^Tx=\frac{e}{\sqrt{\varepsilon_0\Omega}}\,\mathbf n\cdot\Big(\sum_\kappa Z_\kappa\Big)\cdot\mathbf b=0 .$$

The three translations keep zero frequency for every direction.

**Cubic crystal with two ions.** Let the charges be $\pm Z$ times the unit matrix, and let $\mu$ be the reduced mass. The optical pattern along $\mathbf n$ is parallel to $v$, with $|v|^2=e^2Z^2(1/M_1+1/M_2)/(\varepsilon_0\Omega)$. Therefore

$$\omega_{LO}^2=\omega_{TO}^2+\frac{e^2Z^2}{\varepsilon_0\Omega\mu\,\varepsilon_\infty}.$$

The two transverse patterns have $v^Tx=0$ and stay at $\omega_{TO}$.

## 6. Frequencies and permittivity

Take a mode with $v^Tx\ne0$ whose $\omega^2$ is not an eigenvalue of $D^0$. From $(D^0-\omega^2)x=-v(v^Tx)/g$ we get

$$x=-(D^0-\omega^2)^{-1}v\,\frac{v^Tx}{g}.$$

Multiply by $v^T$, divide by $v^Tx$, and multiply by $g$:

$$g+v^T(D^0-\omega^2)^{-1}v=0 .\tag{5}$$

To identify the left side, drive the ions with a given field $\mathbf nE$. Equation (2) gives $(D^0-\omega^2)x=\sqrt{\varepsilon_0\Omega}\,vE$. In (1) the ionic term along $\mathbf n$ is $\sqrt{\varepsilon_0/\Omega}\;v^Tx$. Substitution gives

$$\mathbf n\cdot\mathbf D=\varepsilon_0E\left[g+v^T(D^0-\omega^2)^{-1}v\right].$$

The bracket is $\mathbf n\cdot\varepsilon(\omega)\cdot\mathbf n$, so coupled modes lie where the longitudinal permittivity vanishes.

Let $\lambda_j$ and $e_j$ be the eigenvalues and normalized eigenvectors of $D^0$. With $\lambda=\omega^2$ the bracket becomes

$$L(\lambda)=g+\sum_j\frac{(v\cdot e_j)^2}{\lambda_j-\lambda}.$$

Its derivative is positive between poles. Below the lowest coupled $\lambda_j$ every term is positive, so there is no zero. Between neighbouring coupled poles $L$ rises from $-\infty$ to $+\infty$ and has one zero. Above the highest pole it rises from $-\infty$ to $g>0$ and has one more. The field therefore raises each coupled frequency, but not past the next coupled zero-field frequency. In a degenerate group one combination couples and the others stay.

There is also a relation for the product of frequencies. The matrix $1+pr^T$ has eigenvalue $1+r^Tp$ on $p$ and acts as the identity on vectors orthogonal to $r$, so its determinant is $1+r^Tp$. Remove the translations, and let all optical $\lambda_j$ be positive. Factoring out $D^0$ gives

$$\det\left(D^0+\frac{vv^T}{g}\right)=\det D^0\left(1+\frac{v^T(D^0)^{-1}v}{g}\right),$$

that is,

$$\prod_j\frac{\omega_j^2(\mathbf n)}{\lambda_j}=\frac{\mathbf n\cdot\varepsilon(0)\cdot\mathbf n}{\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n}.\tag{6}$$

The static permittivity here is the one at fixed cell shape. In a piezoelectric crystal that is free to strain there is a further contribution.

## 7. A test on a microscopic crystal

Equation (4) can be tested without assuming a macroscopic field. Take three polarizable ions, each a core joined by a spring to a massless charged shell. In units with $e=\varepsilon_0=1$ the lattice vectors are $(1,0,0)$, $(0.15,1.1,0)$ and $(0.1,0.2,1.5)$. The ions sit at fractional positions $(0,0,0)$, $(\frac12,\frac12,\frac12)$ and $(\frac12,\frac12,0)$, all inversion centres. In this order:

- total charges: $1.2,\,-0.7,\,-0.5$;
- shell charges: $-1.4,\,-2.3,\,-2.0$;
- core–shell springs: $14,\,9,\,10$;
- masses: $3,\,1.5,\,1$.

Isotropic springs of strength $300\,e^{-r/0.16}$ join the cores, and springs of one fifth that strength join the shells.

The full matrix is found at $q=3\times10^{-4}$ from complete Coulomb sums, with the shells eliminated. At $\mathbf q=(1.5,1.2,1.0)$ these sums agree with a direct real-space sum to $5\times10^{-7}$. The Born charges and $\varepsilon_\infty$ are calculated separately, from the force constants at zero macroscopic field.

For directions along $(1,0.3,-0.2)$, $(-0.4,1,0.5)$ and $(0.2,-0.3,1)$, the difference $D(\mathbf q)-D^0$ agrees with (4) within $1\times10^{-6}$ of its largest element. Its second singular value is below $10^{-6}$ of the first. Along the first direction, halving $q$ from 0.04 to 0.02 divides the remainder by 4.000, as a $q^2$ correction requires. Relation (6) holds to $2\times10^{-8}$.

The same comparison shows what each ingredient does. Total ionic charges in place of Born charges give errors of 25 to 66 %. Omitting the screening gives 80 to 91 %, which is $g-1$ for $g=1.80$ to $1.91$. Static in place of electronic screening gives 3 to 5 %. That error is small here because the ions of this model add little to the permittivity.

## 8. Hexagonal boron nitride

Hexagonal boron nitride is a layered insulator considered as a dielectric in devices. Its anisotropy makes the direction dependence visible. The inputs below are rough typical values, not the result of a first-principles calculation. The lattice constants are 0.250 and 0.666 nm, so $\Omega=0.03605$ nm³. The cell holds two B–N pairs of reduced mass $\mu=6.101$ u.

| | in plane | normal |
|---|---|---|
| Born charge, $\pm Z$ | 2.7 | 0.8 |
| $\varepsilon_\infty$ | 4.9 | 3.0 |
| zero-field polar mode (cm⁻¹) | 1370 | 780 |

**Springs.** Let $k_w$ join B and N within a layer and $k_b$ join them between layers. In the polar mode all B ions move against all N ions, and every bond stretches equally, so $k_w+k_b=\mu\omega_{TO}^2$. When the two layers slide rigidly by $\Delta$, the energy is $\frac12(2k_b)\Delta^2$ and the reduced mass is $(m_B+m_N)/2$. Hence $k_b=(m_B+m_N)\omega^2/4$. Rough rigid-layer wavenumbers of 50 cm⁻¹ for shear and 120 cm⁻¹ for breathing give $k_b=0.91$ and 5.26 N/m. The springs within a layer are $k_w=673.8$ N/m in plane and 213.4 N/m along the normal.

**Principal directions.** For $\mathbf n$ along a principal axis, $v$ is parallel to the polar mode. With two pairs per cell, $|v|^2=2e^2Z^2/(\varepsilon_0\Omega\mu)$ and

$$\omega_{LO}^2-\omega_{TO}^2=\frac{2e^2Z^2}{\varepsilon_0\Omega\mu\,\varepsilon_\infty}.$$

The square root of the right side, divided by $2\pi c$, is 815.9 cm⁻¹ in plane and 309.0 cm⁻¹ along the normal. Thus

$$\sqrt{1370^2+815.9^2}=1594.6,\qquad\sqrt{780^2+309.0^2}=839.0\ \text{cm}^{-1}.$$

These correspond to 197.7 and 104.0 meV. With $\varepsilon_\infty$ replaced by 1, the in-plane value would be 2267 cm⁻¹.

**An oblique direction.** At 45° the term couples the two polarizations. Each principal permittivity has one pole and one zero,

$$\varepsilon_a(\omega)=\varepsilon_{\infty,a}\,\frac{\omega_{LO,a}^2-\omega^2}{\omega_{TO,a}^2-\omega^2},$$

and the coupled modes solve $\frac12\varepsilon_\parallel+\frac12\varepsilon_\perp=0$, where $\parallel$ means in plane and $\perp$ along the normal. The polar modes, in cm⁻¹, are:

| $\mathbf q$ from normal | low | middle | high |
|---|---|---|---|
| 0° | 839.0 | 1370.0 | 1370.0 |
| 45° | 797.2 | 1370.0 | 1516.2 |
| 90° | 780.0 | 1370.0 | 1594.6 |

The mode that stays at 1370 cm⁻¹ for all three angles is polarized perpendicular to both $\mathbf q$ and the normal, so $v^Tx=0$. As $\mathbf q$ turns into the plane, the lower mode loses its longitudinal character and the upper one gains it. Diagonalizing the twelve-coordinate matrix and finding the zeros of the driven permittivity give the same coupled frequencies, to a relative tolerance of $10^{-7}$.

**Static permittivity.** Relation (6) gives

$$\varepsilon_\parallel(0)=4.9\left(\frac{1594.6}{1370}\right)^2=6.64,\qquad \varepsilon_\perp(0)=3.0\left(\frac{839.0}{780}\right)^2=3.47 .$$

A capacitor with its field normal to the layers sees 3.47, of which 0.47 comes from the ions. A field lying wholly in the plane sees 6.64. Neighbouring lines also have a fringing field that samples $\varepsilon_\perp$. For lines embedded in the material with width equal to gap, the effective value is $\sqrt{\varepsilon_\parallel\varepsilon_\perp}=4.8$ for thin strips and about 5.7 when the height equals the gap, and it approaches 6.64 only for tall lines. In view of the rough inputs, these should be read as about 3.5 and 6.6.

## 9. Limits of the result in a real film

The inputs describe a well-ordered bulk crystal. A deposited film may contain tilted grains, pores and defects, and tilt alone can move the number substantially. If the field inside a grain stays along the film normal, a tilt $\theta$ gives $3.47\cos^2\theta+6.64\sin^2\theta$, which is 5.05 at 45°. This is an upper value for that tilt. Narrow columns of alternating tilt $\pm45°$, in which the field can turn, give 4.56. In a dense film the low value therefore requires layers parallel to the electrodes. Pores lower the permittivity separately, so a low measured value does not by itself show alignment.

The input errors come next. Born charges larger by 5 %, with the zero-field frequencies held fixed, raise the static permittivity by 0.178 in plane and 0.048 along the normal. They raise the in-plane longitudinal mode by 21 cm⁻¹. An assumed 1 % softening of the zero-field polar modes adds 0.035 and 0.010.

Thermal and zero-point motion is not small. If each B–N pair is treated as an independent harmonic oscillator at the zero-field polar frequency, its rms normal displacement at 400 K is 6.3 pm, or 4 % of the 144 pm bond length. This motion is perpendicular to the bond and lengthens it by only about 0.1 %. The estimate leaves out the other out-of-plane modes of the layer: a honeycomb sheet with nearest-neighbour springs and the same zone-centre frequency gives about 8 pm. In a harmonic crystal with fixed Born charges and fixed $\varepsilon_\infty$ this does not change the static permittivity. In a real one it shifts the frequencies through anharmonicity, which this model cannot predict. The displacement caused by the field is much smaller. At 1 MV/cm it is

$$\frac{eZE}{k_w+k_b}=0.059\ \text{pm},$$

and at a rough breakdown field of 10 MV/cm it is 0.59 pm, or 0.4 % of the bond. Breakdown itself lies outside the model.

For a vibration with $q=0.2$ nm⁻¹, the retardation measure $(q_{\rm light}/q)^2$ is $1.2\times10^{-4}$. The products of $q$ with the two lattice constants are 0.05 and 0.13, so the wave is also long on the atomic scale. The frequency dependence of $\varepsilon_\infty$ is also small: for one electronic resonance at a gap of 6 eV, $\varepsilon_\infty-1$ changes by about 0.1 % at the longitudinal mode.

Film thickness $d$ sets a further condition. In vacuum, the potential of a sheet of charge that varies with in-plane wave vector $q$ falls off with distance $z$ as $e^{-qz}$. Over $d=20$ nm this factor is 0.018 at this $q$. Inside the film this estimate can fail. For a potential $f(z)e^{iqx}$, the condition $\nabla\cdot\mathbf D=0$ gives $f''=q^2(\varepsilon_\parallel/\varepsilon_\perp)f$. Between the zero-field and longitudinal frequencies of either polarization, the two permittivities have opposite signs, and the potential oscillates across the film instead of decaying. The faces can then influence the whole film, and (4) is only approximate for in-plane waves. For a free film in vacuum at $qd=4$, matching the potential and $D_z$ at the faces puts the fundamental mode of each band at 1579 and 791 cm⁻¹, against 1594.6 and 780 cm⁻¹ from (4). For in-plane waves with $qd\lesssim1$, equation (4) no longer applies. The extreme case is a single sheet with polarization $P_2$ per area along $\mathbf q$. Its charge wave $-iqP_2$ has the potential $-iqP_2/(2\varepsilon_0q)$ in the sheet, so the field is $-qP_2/(2\varepsilon_0)$. This vanishes with $q$, and the longitudinal and transverse frequencies meet at the zone centre. For polarization in the plane, the finite splitting in (4) thus belongs to a crystal that is thick compared with $1/q$. Polarization along the normal of a film many layers thick behaves differently. In a film without electrodes, its charge sits on the two faces, and the field between them stays finite as the in-plane $q$ goes to zero, so the splitting along the normal survives. If electrodes touch both faces and are held at equal potential, the field of a uniform polarization vanishes, and this mode returns to its zero-field frequency.

Mobile carriers that follow the vibration break the condition $\mathbf q\cdot\mathbf D=0$ of section 4, and (4) must then be replaced. The numerical output lists the values used here.

## Numbers as computed

```
MODEL CRYSTAL (reduced units)
Coulomb sum, largest error: 4.8e-07
n.eps_inf.n, 3 directions: 1.803 1.899 1.911
n.eps_static.n, same: 1.861 1.990 1.973
field term, largest relative error: 9.7e-07
second/first singular value, largest: 5.3e-07
relative error, bare ionic charges: 0.25 0.66 0.65
relative error, no screening: 0.80 0.90 0.91
relative error, static screening: 0.031 0.046 0.032
frequency product, largest relative error: 1.7e-08
remainder ratio when q is halved: 4.000
HEXAGONAL BN (rough inputs)
a, c: 0.250, 0.666 nm; cell volume: 0.03605 nm^3
masses B, N, reduced: 10.81, 14.007, 6.101 u
Born charge in plane, normal: 2.7, 0.8 e
eps_inf in plane, normal: 4.9, 3.0
TO in plane, normal: 1370, 780 cm^-1
layer shear, breathing inputs: 50, 120 cm^-1
springs within layer, plane/normal: 673.8, 213.4 N/m
springs between layers, same: 0.91, 5.26 N/m
sqrt(LO^2-TO^2) plane, normal: 815.9, 309.0 cm^-1
polar modes, q at 0 deg to normal: 839.0 1370.0 1370.0 cm^-1
polar modes, q at 45 deg to normal: 797.2 1370.0 1516.2 cm^-1
polar modes, q at 90 deg to normal: 780.0 1370.0 1594.6 cm^-1
LO in plane, normal: 197.7, 104.0 meV
in-plane LO if eps_inf were 1: 2267 cm^-1
static permittivity in plane, normal: 6.638, 3.471
NEGLECTED EFFECTS
sample phonon q: 0.2 nm^-1; light q at LO: 0.00222 nm^-1
retardation (q_light/q)^2: 1.2e-04
finite q, (qa)^2: 2.5e-03
film 20 nm, face coupling exp(-qd): 0.018
gap 6 eV, (LO energy/gap)^2: 1.1e-03
B-N bond length: 144.3 pm
normal B-N shift at 1 MV/cm: 0.0586 pm
same at rough breakdown, 10 MV/cm: 0.586 pm
rms normal B-N motion at 400 K: 6.32 pm
1 % softer TO, change of static eps plane, normal: 0.035, 0.010
5 % larger Z, change of static eps plane, normal: 0.178, 0.048
5 % larger Z, rise of in-plane LO: 21.3 cm^-1
```
